The largest Hashin–Shtrikman width for an isotropic porous k = 4 solid

**1. Definitions and conventions**

A solid of relative permittivity 4 contains empty pores of permittivity 1. The pores fill a fraction p of the volume, the porosity. Both phases are linear, lossless and static, and the composite is described by a large periodic cell. Angle brackets denote averages over the cell.

In atomic units the energy density is εe²/(8π), where ε(r) is the local relative permittivity and e(r) the local field. The common factor 1/(8π) is dropped. The mean field E has unit length, and

e = E + e′, with ⟨e′⟩ = 0 and e′ the gradient of a periodic potential.

The composite is isotropic: ⟨εe⟩ = κE, with the same effective permittivity κ for every direction of E. The question is how far κ can vary at known p when nothing else is known about the microstructure. "Worst" means the largest absolute width of that range.

The true field has divergence-free displacement εe, so ⟨εe·h⟩ = 0 for every periodic gradient h. Therefore

⟨ε(e+h)²⟩ = ⟨εe²⟩ + ⟨εh²⟩ ≥ ⟨εe²⟩.

The true field minimizes the energy. Choosing h = e′ in the orthogonality relation also gives ⟨εe²⟩ = E·⟨εe⟩ = κ. Hence

κ = min ⟨εe²⟩ over all allowed e′.

**2. The two bounds**

Choose one phase as reference, with permittivity k₀. The other phase has permittivity k₀ + c, volume fraction f and indicator χ(r), which is 1 inside it and 0 elsewhere. For any constant vector **P**, completing the square gives

c e² = 2**P**·e − P²/c + c(e − **P**/c)².

The last term has the sign of c. For c > 0, dropping it gives

⟨εe²⟩ ≥ k₀⟨e²⟩ + 2⟨χ**P**·e⟩ − fP²/c.

For c < 0 the inequality is reversed. Since it holds for every trial field, it also holds between the minima of the two sides.

To minimize the right side, write e′ as a Fourier sum with coefficients a_q q̂, where q̂ is the unit wave vector. A gradient field has no other component. With χ_q the Fourier coefficients of χ, the part that depends on e′ is

Σ_{q≠0} [k₀|a_q|² + 2 Re(χ_q* a_q)(**P**·q̂)].

Each term is smallest at a_q = −χ_q(**P**·q̂)/k₀. This choice also satisfies the condition for a real field. The minimum is

−(1/k₀) Σ_{q≠0} |χ_q|²(**P**·q̂)².

Now take **P** = P E and average the inequality over E along x, y and z. Isotropy leaves κ unchanged. The squared components of q̂ add to 1, so (**P**·q̂)² averages to P²/3. Parseval's theorem gives

Σ_{q≠0} |χ_q|² = ⟨χ²⟩ − ⟨χ⟩² = f − f².

The right side becomes

k₀ + 2fP − fAP², with A = 1/c + (1−f)/(3k₀).

It is stationary at P = 1/A, where it equals k₀ + f/A.

For the lower bound, pores are the reference: k₀ = 1, c = 3, f = 1−p. Then A = (1+p)/3 is positive, the stationary point is a maximum, and it gives the best lower bound of this form:

L = 1 + 3(1−p)/(1+p) = 6/(1+p) − 2.

For the upper bound, the solid is the reference: k₀ = 4, c = −3, f = p. Then A = −1/3 + (1−p)/12 = −(3+p)/12 is negative, the stationary point is a minimum, and

U = 4 − 12p/(3+p) = 36/(3+p) − 8.

These are the Hashin–Shtrikman bounds, L ≤ κ ≤ U.

**3. Both ends can be reached**

The width measures a real uncertainty only if structures exist at both ends. Consider a core of permittivity k_i inside a shell of permittivity k_s. The outer radius is 1 and the core occupies a fraction g of the sphere. We seek a surrounding medium k_m whose uniform field is undisturbed. The potentials divided by −cos θ are

core: Ar; shell: Br + C/r²; outside: r.

(The amplitude A here is unrelated to the A of section 2.) Continuity of potential and normal displacement at r³ = g requires

A = B + C/g, k_i A = k_s(B − 2C/g).

Eliminating A gives C = −gβB, with β = (k_i−k_s)/(k_i+2k_s). At r = 1 the conditions are

B + C = 1, k_s(B − 2C) = k_m.

Dividing the second by the first gives

k_m = k_s(1+2gβ)/(1−gβ) = k_s + 3k_s gβ/(1−gβ).

Inserting β and dividing numerator and denominator by 3k_s(k_i−k_s) yields

k_m = k_s + g/[1/(k_i−k_s) + (1−g)/(3k_s)].

This is the bound formula with the shell as reference. Such a sphere can replace a ball of the medium without changing the field outside. Repeating the replacement with scaled copies of ever smaller size fills the volume in the limit. Pore cores in solid shells reach U; solid cores in air shells reach L. In the second structure the solid grains do not touch one another, so it is a geometric limit and not a self-supporting solid; a real film need not reach L.

**4. The width and its behaviour near the two ends**

Over the common denominator the difference is

W = U − L = [(12−8p)(1+p) − (4−2p)(3+p)]/[(1+p)(3+p)].

The numerator is (12+4p−8p²) − (12−2p−2p²) = 6p − 6p², so

W(p) = 6p(1−p)/[(1+p)(3+p)].

The width vanishes for a pure phase at either end. For few pores, write the denominator as 3(1 + 4p/3 + p²/3). Then

W = 2p(1−p)(1 − 4p/3 + …) = 2p[1 − 7p/3 + O(p²)].

The leading term has a simple origin. Splitting the mean displacement into phases gives

κ = 4 − 3p e_p,

where e_p is the mean pore field along E, relative to E. An isolated spherical pore has e_p = 3·4/(1+2·4) = 4/3, so κ ≈ 4 − 4p. In a thin air film the normal field is 4 times the field in the solid, while the tangential field is unchanged. Averaging over orientations gives e_p = 4/3 + 2/3 = 2, so κ ≈ 4 − 6p. The difference is 2p.

At p = 0.1 the leading term gives 0.200 and the corrected form 0.153. The full width is 0.158, so the corrected form is about 3 percent low relative to it.

For little solid, put s = 1−p. Then

W = 6s(1−s)/[(2−s)(4−s)] = (3s/4)(1−s)(1 + 3s/4 + …) = (3s/4)[1 − s/4 + O(s²)].

At p = 0.7, where s = 0.3, the leading term gives 0.225 and the corrected form 0.208, against a full width of 0.200. The initial slope is 2 at the pore-poor end and only 3/4 at the solid-poor end. The curve is lopsided: the ratio W(p)/W(1−p) = (2−p)(4−p)/[(1+p)(3+p)] falls steadily with p and equals 1 at p = 1/2, so the width is larger on the pore-poor side and its maximum lies below half porosity.

**5. The maximum and the first correction around it**

Let D = (1+p)(3+p) = 3+4p+p². The quotient rule gives

W′ = 6[(1−2p)D − (p−p²)(4+2p)]/D².

The first product is 3−2p−7p²−2p³, and the second is 4p−2p²−2p³. Hence

W′ = 6(3−6p−5p²)/D².

The bracket decreases throughout 0 < p < 1, from 3 to −8. It has one root there, which is the maximum:

p* = (2√6−3)/5 = 0.380.

At this point 1+p* = 2(1+√6)/5 and 3+p* = 2(6+√6)/5. Inserting these in the compact forms of the bounds gives

L = 15/(1+√6) − 2 = 3(√6−1) − 2 = 3√6 − 5 = 2.3485,

U = 90/(6+√6) − 8 = 3(6−√6) − 8 = 10 − 3√6 = 2.6515.

The largest width is therefore

W* = 15 − 6√6 = 0.303.

The midpoint is 2.5, and the half-width is 6.1 percent of it.

To find how sharp the maximum is, differentiate W′ at p*. Only the derivative of the bracket contributes, because the bracket itself vanishes:

W″(p*) = −6(6+10p*)/D² = −24√6/D².

With D = 1.380 × 3.380 = 4.66, this is −2.70. The expansion is

W ≈ 0.303 − 1.35(p−p*)².

It gives 0.294 at p = 0.3 and 0.284 at p = 0.5; the full values are 0.294 and 0.286. Since there is a single maximum, the width stays above 0.285 throughout this interval. The location of the maximum is thus a weak condition: a film at 30 or 50 percent porosity has nearly the same absolute uncertainty.

The relative uncertainty behaves differently because κ falls as p rises. The ratio of width to midpoint is largest at p = 0.55, where it is 13.5 percent.

**6. The limit of weak contrast**

For a skeleton of permittivity 1+δ, the same bound formula gives, with R = 3+pδ and Q = 3+2δ+pδ,

L = 1 + 3(1−p)δ/R, U = 1 + δ − 3(1+δ)pδ/Q.

Since δ − 3(1−p)δ/R = pδ(3+δ)/R,

W = pδ[(3+δ)Q − 3(1+δ)R]/(RQ).

Expanding the bracket leaves 2(1−p)δ², so

W = 2p(1−p)δ³/(RQ).

For small δ, 1/(RQ) = (1/9)[1 − 2(1+p)δ/3 + …], and

W = (2/9)p(1−p)δ³[1 − 2(1+p)δ/3 + O(δ²)].

The bounds agree through order δ². To that order, porosity and isotropy fix κ, and the remaining details of the structure first matter at order δ³.

The leading term is largest at p = 1/2. To find the shift, put p = 1/2 + η. The logarithm of p(1−p) contributes −4η², and the correction contributes −2ηδ/3. Their sum is stationary at η = −δ/12, so

p* = 1/2 − δ/12 + O(δ²).

Stronger contrast thus first moves the maximum towards lower porosity. This expansion cannot supply the number for k = 4: there δ = 3, and the correction 2(1+p)δ/3 is at least 2, larger than the leading 1. The full expression is needed.

**7. What the width means for the field**

The relation κ = 4 − 3p e_p, which holds for any two-phase structure of these materials, turns the bounds into limits on the mean pore field. At p*,

at L: e_p = (4−2.3485)/(3×0.380) = 1.45,

at U: e_p = (4−2.6515)/(3×0.380) = 1.18.

Air that surrounds solid grains carries more field than air enclosed in spherical pores. More field in the air means less polarization in the solid and a lower κ.

Some model cells show where particular structures fall. Each was solved by energy minimization on a periodic grid of 27 points per side, and each was compared with the bounds at its own porosity. Place 0 denotes L and place 1 denotes U.

- Body-centred array of spherical pores, p = 0.376: κ = 2.65, place 0.97.
- Body-centred array of solid spheres, p = 0.380: κ = 2.41, place 0.22.
- Bicontinuous structure, p = 0.380: κ = 2.58, place 0.75.
- One random arrangement of pore voxels, p = 0.381: κ = 2.57, place 0.74.

All four lie inside the bounds. The solid-sphere array on this grid is not close to L. Its nearest sphere centres are 27√3/2 = 23.4 grid spacings apart, while smooth spheres of the same volume would have a diameter of 22.7. The gap of about 0.7 spacings is not resolved, and voxels of neighbouring grains meet along edges and corners. On grids of 45 to 96 points per side κ falls to about 2.39 and the place to between 0.16 and 0.13, still decreasing. The values belong to these coarse grids and are not converged. Splitting each random voxel into 3×3×3 lowers κ to 2.56 and the place to 0.69, and the places of the pore array and the bicontinuous cell are uncertain by a few hundredths.

Isotropy is essential. For flat layers the field is either along the layers, where permittivities add, or across them, where their inverses add:

κ_along = 4 − 3p, κ_across = 1/[p + (1−p)/4].

At p* these are 2.86 and 1.87, a spread of 0.99, more than three times W*. Both values lie outside the isotropic range.

**8. A porous silica-like film**

Take a blanket film 100 nm thick on a square test pad of side 100 µm, with p = 0.380. The capacitance per area is proportional to κ. At the lower bound it is 20.8 nF/cm². At the upper bound it is

20.8 × 2.6515/2.3485 = 23.5 nF/cm².

The microstructural spread is 2.7 nF/cm².

These are rough illustrative parameters; dense silica has a permittivity near 4. A skeleton of lower permittivity gives a smaller width. Lowering the skeleton value only to 3.9 reduces the maximum width to 0.283 and, at fixed porosity 0.380, moves the midpoint down by 0.043. A failure of isotropy can matter more than the width itself: the capacitor field is normal to the film, so pores flattened parallel to the film tend to lower the measured κ. Complete layering would bring it to 1.87, which is 0.48 below the isotropic lower bound.

Other departures shift κ itself and are not included in W*. The estimates below start from the midpoint 2.5, with the other settings fixed.

- Porosity error. At p* both bounds have slope −3.15. An error of 0.02 in p shifts them by 0.063, and an error of about 0.10 shifts them by as much as the full width.
- Absorbed water. One percent by volume, treated as spherical beads of permittivity 80, large compared with the pores, adds 0.069. Such beads replace solid as well as air, so this is only a rough model of water held in pores. It is not an upper limit, because the shift depends strongly on where the water sits. In the coated-sphere structure that reaches U, the same water spread as a continuous lining of every pore would add about 0.69 if it kept permittivity 80. A layer only molecules thick need not keep that value.
- Dense skin. A 5 nm layer with permittivity 4 in series gives κ = 100/(5/4 + 95/2.5) = 2.548, a rise of 0.048.
- Electrode layers. If 2 nm at each face had the across-layer value 1.87, κ would be 100/(4/1.87 + 96/2.5) = 2.467, a fall of 0.033.
- Pad edges. A band one film thickness wide around the pad has 0.4 percent of its area. This indicates the scale of edge effects; it is not a computed fringe capacitance.

At a bias of 5 V the mean field is 0.50 MV/cm. The mean pore field at the lower bound is 1.45 × 0.50 = 0.72 MV/cm. Since the pores carry more than the mean field, the average field in the solid is below 0.50 MV/cm, well under a rough breakdown strength of 5 MV/cm for the solid. Local peaks at sharp corners or defects can exceed these averages, so the comparison is not a reliability limit. Nor does it test the linearity of the permittivity, which is assumed throughout.

If the skeleton permittivity is known to be 4, knowing the porosity of such a film therefore fixes its permittivity to about ±0.15 at worst, provided that the film is isotropic, dry and uniform and that its pores are much smaller than its thickness. Narrowing the range further requires information about the shape and connection of the pores. The numerical output lists the main values used here.

Computed values

```
skeleton permittivity: 4.0 (dimensionless)
porosity of largest width: 0.3798 = 38.0 percent
lower bound there: 2.3485
upper bound there: 2.6515
midpoint: 2.5000
largest width: 0.3031
half-width over midpoint: 6.06 percent
p=0.1: lower 3.4545, upper 3.6129, width 0.1584
p=0.2: lower 3.0000, upper 3.2500, width 0.2500
p=0.3: lower 2.6154, upper 2.9091, width 0.2937
p=0.5: lower 2.0000, upper 2.2857, width 0.2857
p=0.7: lower 1.5294, upper 1.7297, width 0.2003
common slope dk/dp at optimum: -3.152
porosity of largest width/midpoint: 0.5505
largest width/midpoint: 13.45 percent
cells: porosity, k, place in interval (0 low, 1 high), pore field/E
  pore array: 0.3755, 2.6548, 0.966, 1.194
  grain array: 0.3804, 2.4140, 0.223, 1.390
  bicontinuous: 0.3798, 2.5755, 0.749, 1.250
  random voxels: 0.3807, 2.5692, 0.737, 1.253
  random, few pores: 0.1981, 3.2286, 0.888, 1.298
  random, many pores: 0.6958, 1.6134, 0.371, 1.143
laminate cell porosity: 0.3704
laminate k across, along: 1.8947, 2.8889
isotropic bounds at that porosity: 2.3784, 2.6813
film thickness: 100 nm; pad side: 100 um
capacitance at lower bound: 20.79 nF/cm2
capacitance at upper bound: 23.48 nF/cm2
capacitance spread: 2.68 nF/cm2
laminate limits at optimum: 1.8697, 2.8606
laminate width (isotropy dropped): 0.991
k shift for porosity error 0.02: 0.063
porosity error equal to full width: 0.096
midpoint shift for skeleton k 3.9: -0.043
optimum for that skeleton: p 0.3821, width 0.2829
k shift, water beads (volume 0.01, k 80): 0.069
k shift, dense skin of 5 nm: 0.048
k shift, 2 nm series layer at each face: -0.033
pad edge band over pad area: 0.40 percent
bias: 5.0 V; mean field: 0.50 MV/cm
mean pore field/E at lower, upper bound: 1.449, 1.184
largest of these pore fields: 0.725 MV/cm
rough breakdown field (input): 5.0 MV/cm
```
